# Why Bare BCS Current Response Breaks Gauge Invariance and the Ladder Restores It: a numerical check

```python
"""
Result under test: in a BCS superconductor the current response with bare vertices
violates gauge invariance; the ladder vertex built from the pairing interaction obeys
Nambu's identity, contains the phase mode, and makes the static longitudinal response zero.

Model: square lattice, hopping t = 1, spacing a = 1, hbar = 1, contact attraction U,
chemical potential mu, temperature zero, mean field in the pairing channel only.
Nambu spinor (c_up, c_down^dagger); h_k = xi_k tau3 + gap tau1.
Channels of every response matrix: 0 density (tau3), 1 x-current (v times unit matrix),
2 amplitude (tau1), 3 phase (tau2).
Q = 2 sin(q/2): lattice gradient.  D: diamagnetic weight.  Current = -K A, K = D + Pi_jj.
kappa = dn/dmu.  c = phase-mode speed.
"""
import numpy as np
from scipy.optimize import brentq

U, MU = 4.0, -1.0
T0 = np.eye(2, dtype=complex)
T1 = np.array([[0, 1], [1, 0]], dtype=complex)
T2 = np.array([[0, -1j], [1j, 0]])
T3 = np.array([[1, 0], [0, -1]], dtype=complex)
INTERACTING = [0, 2, 3]              # channels in which an induced field can arise
LADDER = np.array([0.0, -U / 2, -U / 2])
PHASE_ONLY = np.array([0.0, 0.0, -U / 2])
AMPLITUDE_ONLY = np.array([0.0, -U / 2, 0.0])


def momenta(size):
    k = 2 * np.pi * np.arange(size) / size
    kx, ky = np.meshgrid(k, k, indexing="ij")
    return kx.ravel(), ky.ravel()


def band(kx, ky, mu=MU):
    return -2 * (np.cos(kx) + np.cos(ky)) - mu


def solve_gap(size, mu=MU):
    xi = band(*momenta(size), mu)
    return brentq(lambda d: U * np.mean(0.5 / np.sqrt(xi**2 + d**2)) - 1,
                  1e-3, 10.0, xtol=1e-15, rtol=1e-14)


def occupation(size, gap, mu=MU):
    xi = band(*momenta(size), mu)
    return 1 - xi / np.sqrt(xi**2 + gap**2)


def nambu_h(xi, gap):
    return np.asarray(xi)[..., None, None] * T3 + gap * T1


def vertices(kx, qx):
    one = np.ones_like(kx)[:, None, None]
    v = 2 * np.sin(kx + qx / 2)[:, None, None]
    return np.array([one * T3, v * T0, one * T1, one * T2])


def bubbles(size, gap, q, omega):
    """Bare response matrix from eigenstates of h_k and h_(k+q)."""
    kx, ky = momenta(size)
    e0, u0 = np.linalg.eigh(nambu_h(band(kx, ky), gap))
    e1, u1 = np.linalg.eigh(nambu_h(band(kx + q[0], ky + q[1]), gap))
    m = np.conj(np.swapaxes(u1, -1, -2)) @ vertices(kx, q[0]) @ u0
    pair = e0[:, 1] + e1[:, 1]
    up, down = m[:, :, 1, 0], m[:, :, 0, 1]
    total = (np.conj(up) / (omega - pair)) @ up.T
    total = total - (np.conj(down) / (omega + pair)) @ down.T
    return total / kx.size


def dress(p, w):
    """Sum the ladder (and rings, if w[0] is nonzero); return response and fields."""
    pcc = p[np.ix_(INTERACTING, INTERACTING)]
    inner = np.linalg.solve(np.eye(3) - pcc * w[None, :], p[INTERACTING, :])
    fields = w[:, None] * inner
    return p + p[:, INTERACTING] @ fields, fields


def mode_determinant(omega, size, gap, q, w):
    p = bubbles(size, gap, q, omega)
    pcc = p[np.ix_(INTERACTING, INTERACTING)]
    return np.linalg.det(np.eye(3) - pcc * w[None, :]).real


# ---------- ground state ----------
L = 96
gap = solve_gap(L)
n_k = occupation(L, gap)
D = np.mean(2 * np.cos(momenta(L)[0]) * n_k)
dmu = 1e-3
kappa = (np.mean(occupation(L, solve_gap(L, MU + dmu), MU + dmu))
         - np.mean(occupation(L, solve_gap(L, MU - dmu), MU - dmu))) / (2 * dmu)
c = np.sqrt(D / kappa)
print(f"attraction U = {U:.1f} t, chemical potential = {MU:.1f} t, grid {L} x {L}")
print(f"gap = {gap:.5f} t, pair-breaking threshold at q=0 = {2*gap:.5f} t")
print(f"filling n = {n_k.mean():.5f} electrons per site")
print(f"diamagnetic weight D = {D:.5f} t")
print(f"kappa = dn/dmu = {kappa:.5f} per t, c = sqrt(D/kappa) = {c:.5f} t a")

# ---------- bubbles against direct frequency integration of Green functions ----------
S = 16
gap_s = solve_gap(S)
q_s = 2 * np.pi * 2 / S
nu = 0.4
kx, ky = momenta(S)
nodes = 240
x = -np.pi / 2 + np.pi * (np.arange(nodes) + 0.5) / nodes
eps = 2.5 * np.tan(x)
weight = 2.5 / np.cos(x)**2 * (np.pi / nodes) / (2 * np.pi)
g0 = np.linalg.inv(1j * eps[:, None, None, None] * T0 - nambu_h(band(kx, ky), gap_s))
g1 = np.linalg.inv(1j * (eps + nu)[:, None, None, None] * T0
                   - nambu_h(band(kx + q_s, ky), gap_s))
vert = vertices(kx, q_s)
direct = np.zeros((4, 4), dtype=complex)
for b in range(4):
    inside = np.einsum("n,nkij->kij", weight, g1 @ vert[b] @ g0)
    for a in range(4):
        direct[a, b] = np.einsum("kij,kji->", vert[a], inside) / kx.size
err = np.abs(direct - bubbles(S, gap_s, (q_s, 0.0), 1j * nu)).max()
assert err < 1e-8
print(f"bubbles: eigenstate sum minus frequency integral, largest = {err:.1e}")

# ---------- Nambu identity at finite frequency ----------
q, omega = 2 * np.pi * 8 / L, 0.7
Q = 2 * np.sin(q / 2)
p = bubbles(L, gap, (q, 0.0), omega)
full, fields = dress(p, LADDER)
gauge_field = omega * fields[:, 0] - Q * fields[:, 1]
assert np.abs(gauge_field - np.array([0, 0, 2j * gap])).max() < 1e-9
_, phase_fields = dress(p, PHASE_ONLY)
phase_gauge = omega * phase_fields[:, 0] - Q * phase_fields[:, 1]
assert abs(phase_gauge[2] - 2j * gap) < 1e-9
kx0, ky0, energy = 0.9, -0.4, 0.3
ga = np.linalg.inv(energy * T0 - nambu_h(band(kx0, ky0), gap))
gb = np.linalg.inv((energy + omega) * T0 - nambu_h(band(kx0 + q, ky0), gap))
bare_vertex = omega * T3 - Q * 2 * np.sin(kx0 + q / 2) * T0
ladder_vertex = bare_vertex + gauge_field[1] * T1 + gauge_field[2] * T2
target = T3 @ ga - gb @ T3
miss_bare = np.abs(gb @ bare_vertex @ ga - target).max()
miss_ladder = np.abs(gb @ ladder_vertex @ ga - target).max()
assert miss_ladder < 1e-9 and miss_bare > 1e-2
bare_cont = abs(omega * p[0, 0] - Q * p[0, 1])
full_cont = abs(omega * full[0, 0] - Q * full[0, 1])
assert full_cont < 1e-9 and bare_cont > 1e-3
assert abs(omega * full[1, 0] - Q * full[1, 1] - Q * D) < 1e-9
assert abs(D + full[1, 1] - omega**2 / Q**2 * full[0, 0]) < 1e-9
print(f"identity test at q = {q:.5f} /a, omega = {omega:.2f} t:")
print(f"  induced tau2 field = {gauge_field[2].imag:.5f} i t, 2 gap = {2*gap:.5f} t")
print(f"  induced tau1 field magnitude = {abs(gauge_field[1]):.1e} t")
print(f"  mismatch in Nambu identity: bare {miss_bare:.5f} /t, ladder {miss_ladder:.1e} /t")
print(f"  density from pure gauge: bare {bare_cont:.5f}, ladder {full_cont:.1e}")

# ---------- static longitudinal and transverse response ----------
print("static response K in units of t (long. bare, ladder part, sum; transverse):")
for m in (1, 8, 24):
    q = 2 * np.pi * m / L
    Q = 2 * np.sin(q / 2)
    p = bubbles(L, gap, (q, 0.0), 0.0)
    full, _ = dress(p, LADDER)
    k_bare, k_full = (D + p[1, 1]).real, (D + full[1, 1]).real
    stiffness = 4 * gap**2 / Q**2 * (2 / U + p[3, 3]).real
    assert abs(k_bare - stiffness) < 1e-8 and abs(k_full) < 1e-8
    assert abs(D + dress(p, PHASE_ONLY)[0][1, 1]) < 1e-8
    assert abs(D + dress(p, AMPLITUDE_ONLY)[0][1, 1] - k_bare) < 1e-8
    pt = bubbles(L, gap, (0.0, q), 0.0)
    full_t, _ = dress(pt, LADDER)
    assert abs(full_t[1, 1] - pt[1, 1]) < 1e-10
    k_trans = (D + full_t[1, 1]).real
    if m == 1:
        assert abs(k_trans / D - 1) < 0.01 and abs(k_bare / D - 1) < 0.01
        assert abs(-full[0, 0].real / kappa - 1) < 0.01
    print(f"  q = {q:.5f} /a: {k_bare:.5f}, {k_full-k_bare:.5f}, "
          f"{abs(k_full):.1e}; {k_trans:.5f}")

# ---------- phase mode ----------
deviation = []
for m in (1, 2):
    q = 2 * np.pi * m / L
    Q = 2 * np.sin(q / 2)
    pole = brentq(mode_determinant, 0.5 * c * Q, 1.5 * c * Q,
                  args=(L, gap, (q, 0.0), LADDER), xtol=1e-12)
    deviation.append(abs(pole / (c * Q) - 1))
    print(f"phase mode at q = {q:.5f} /a: omega = {pole:.6f} t, c Q = {c*Q:.6f} t")
assert deviation[0] < 0.01 and deviation[0] < 0.4 * deviation[1]

q = 2 * np.pi / L
Q = 2 * np.sin(q / 2)
print(f"dynamic longitudinal response at q = {q:.5f} /a:")
for ratio in (0.5, 2.0):
    omega = ratio * c * Q
    full, fields = dress(bubbles(L, gap, (q, 0.0), omega), LADDER)
    denominator = omega**2 - (c * Q)**2
    expected = omega**2 / denominator
    value = (D + full[1, 1]).real / D
    assert abs(value / expected - 1) < 0.02
    assert abs(fields[2, 0] / (2j * gap * omega / denominator) - 1) < 0.02
    assert abs(fields[2, 1] / (2j * gap * c**2 * Q / denominator) - 1) < 0.02
    print(f"  omega = {ratio:.1f} c Q: K/D = {value:.5f}, long-wave formula {expected:.5f}")
    print(f"    tau2 part of density vertex {fields[2, 0].imag:.4f} i,"
          f" of current vertex {fields[2, 1].imag:.4f} i t a")

# ---------- long-range repulsion in the density channel ----------
g = 1.0
charged = np.array([g / Q**2, -U / 2, -U / 2])
static_charged, _ = dress(bubbles(L, gap, (q, 0.0), 0.0), charged)
k_charged = abs(D + static_charged[1, 1])
assert k_charged < 1e-8
guess = np.sqrt(g * D)
plasma = brentq(mode_determinant, 0.5 * guess, 1.5 * guess,
                args=(L, gap, (q, 0.0), charged), xtol=1e-12)
assert abs(plasma / guess - 1) < 0.02
print(f"with repulsion g/Q^2, g = {g:.1f} t: mode at {plasma:.5f} t,"
      f" sqrt(g D) = {guess:.5f} t")
print(f"  static longitudinal K with this repulsion = {k_charged:.1e} t")


# ---------- real-space solution under a pure-gauge field ----------
def ring_state(pairing, link):
    """Pair amplitude and x-current; ky is conserved, x is treated site by site."""
    size = len(link)
    site = np.arange(size)
    nxt = (site + 1) % size
    hop = np.zeros((size, size), dtype=complex)
    hop[nxt, site] = -np.exp(1j * link)
    hop = hop + hop.conj().T
    kyy = 2 * np.pi * np.arange(size) / size
    h = hop[None] + (-2 * np.cos(kyy) - MU)[:, None, None] * np.eye(size)
    big = np.zeros((size, 2 * size, 2 * size), dtype=complex)
    big[:, :size, :size] = h
    big[:, size:, size:] = -h.conj()
    big[:, site, size + site] = pairing
    big[:, size + site, site] = np.conj(pairing)
    filled = np.linalg.eigh(big)[1][:, :, :size]
    r = np.mean(filled @ np.conj(np.swapaxes(filled, 1, 2)), axis=0)
    current = 4 * np.real(1j * np.exp(1j * link) * r[site, nxt])   # both spins
    return r[site, size + site], current


chi0 = 1e-3
chi = chi0 * np.sin(q_s * np.arange(S))
link = np.roll(chi, -1) - chi
pairing = np.full(S, gap_s, dtype=complex)
_, frozen_current = ring_state(pairing, link)
k_frozen = -np.dot(frozen_current, link) / np.dot(link, link)
D_s = np.mean(2 * np.cos(kx) * occupation(S, gap_s))
k_bubble = (D_s + bubbles(S, gap_s, (q_s, 0.0), 0.0)[1, 1]).real
assert abs(k_frozen / k_bubble - 1) < 1e-4
for sweep in range(1, 801):
    updated = -U * ring_state(pairing, link)[0]
    change = np.abs(updated - pairing).max()
    pairing = updated
    if change < 1e-13:
        break
_, relaxed_current = ring_state(pairing, link)
phase = np.angle(pairing)
phase = phase - phase.mean()
phase_ratio = np.dot(phase, chi) / np.dot(chi, chi)
k_relaxed = np.abs(relaxed_current).max() / np.abs(link).max()
assert k_relaxed < 1e-6
assert np.abs(phase - 2 * chi).max() / chi0 < 1e-6
print(f"real space, {S} x {S} sites, q = {q_s:.5f} /a, gap = {gap_s:.5f} t,"
      f" chi0 = {chi0:.3f}:")
print(f"  frozen gap: K = {k_frozen:.5f} t, bare bubble K = {k_bubble:.5f} t")
print(f"  self-consistent gap after {sweep} sweeps: |J|/|A| = {k_relaxed:.1e} t")
print(f"  phase of the gap divided by chi = {phase_ratio:.6f}")
print("tests ok")
```

It prints:

```
attraction U = 4.0 t, chemical potential = -1.0 t, grid 96 x 96
gap = 1.26467 t, pair-breaking threshold at q=0 = 2.52935 t
filling n = 0.69082 electrons per site
diamagnetic weight D = 0.62222 t
kappa = dn/dmu = 0.29482 per t, c = sqrt(D/kappa) = 1.45277 t a
bubbles: eigenstate sum minus frequency integral, largest = 6.7e-16
identity test at q = 0.52360 /a, omega = 0.70 t:
  induced tau2 field = 2.52935 i t, 2 gap = 2.52935 t
  induced tau1 field magnitude = 9.5e-15 t
  mismatch in Nambu identity: bare 1.23724 /t, ladder 7.2e-14 /t
  density from pure gauge: bare 0.19587, ladder 1.2e-14
static response K in units of t (long. bare, ladder part, sum; transverse):
  q = 0.06545 /a: 0.62126, -0.62126, 1.9e-13; 0.62152
  q = 0.52360 /a: 0.56798, -0.56798, 6.7e-16; 0.58200
  q = 1.57080 /a: 0.37618, -0.37618, 0.0e+00; 0.42697
phase mode at q = 0.06545 /a: omega = 0.095039 t, c Q = 0.095066 t
phase mode at q = 0.13090 /a: omega = 0.189815 t, c Q = 0.190031 t
dynamic longitudinal response at q = 0.06545 /a:
  omega = 0.5 c Q: K/D = -0.33343, long-wave formula -0.33333
    tau2 part of density vertex -17.7513 i, of current vertex -51.5467 i t a
  omega = 2.0 c Q: K/D = 1.33245, long-wave formula 1.33333
    tau2 part of density vertex 17.7344 i, of current vertex 12.8756 i t a
with repulsion g/Q^2, g = 1.0 t: mode at 0.79432 t, sqrt(g D) = 0.78881 t
  static longitudinal K with this repulsion = 1.9e-13 t
real space, 16 x 16 sites, q = 0.78540 /a, gap = 1.26468 t, chi0 = 0.001:
  frozen gap: K = 0.51654 t, bare bubble K = 0.51654 t
  self-consistent gap after 219 sweeps: |J|/|A| = 1.8e-10 t
  phase of the gap divided by chi = 2.000000
tests ok
```
